**Two equations for the bending of an isotropic multilayer**

The program tests that the in-plane strain far from the edges is $\varepsilon_0+\kappa z$, with $A\varepsilon_0+B\kappa=F$ and $B\varepsilon_0+D\kappa=G$. Here $\varepsilon_0$ is the strain at the bottom face, $\kappa$ the curvature, $M=E/(1-\nu)$ the biaxial modulus and $e$ the misfit strain; $A,B,D$ are the thickness integrals of $M,Mz,Mz^2$, and $F,G$ those of $Me,Mze$. It asserts agreement with three-dimensional finite-element disks with free edges: within 5% of the curvature scale at a radius of 40 thicknesses, and within 0.3% after extrapolation to infinite radius. A 60-layer stack solved with 120 unknowns gives the same strain and curvature to rounding error, and a six-unknown laminate confirms the separation into three systems for general in-plane misfit. Further assertions cover the determinant, the change of origin, the force and moment balance, the nearly linear fall of the thin-film formula's error with film thickness, and the staircase law $\kappa=g(1-1/n^2)$ for a linearly graded film with misfit slope $g$. In the worked example the output shows $\kappa=3.02\times10^{-8}$ Å⁻¹, a radius of curvature of 3.31 mm, and a thin-film estimate that is 21% too large.

## Program and output

```python
"""Bending of an isotropic multilayer with equal-biaxial misfit strains.

Result under test: far from the edges the in-plane strain is eps0 + kappa*z,
with A*eps0 + B*kappa = F and B*eps0 + D*kappa = G for any number of layers.
A, B, D: integrals over thickness of M, M*z, M*z^2; F, G: integrals of M*e, M*z*e.
M = E/(1-nu): biaxial modulus; e: misfit (stress-free) strain of a layer.
z is measured upward from the bottom face; kappa > 0 stretches the top.
Units of the worked example: eV and angstrom.
"""
import numpy as np
from scipy.constants import e as electron_charge, angstrom
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def reduced_system(modulus, thickness, misfit, origin=0.0):
    """Coefficients and solution of the two-by-two system."""
    z = np.concatenate([[0.0], np.cumsum(thickness)]) - origin
    first = (z[1:]**2 - z[:-1]**2) / 2
    second = (z[1:]**3 - z[:-1]**3) / 3
    A, B, D = modulus @ thickness, modulus @ first, modulus @ second
    F, G = (modulus * misfit) @ thickness, (modulus * misfit) @ first
    det = A * D - B * B
    return A, B, D, F, G, (D * F - B * G) / det, (A * G - B * F) / det


def unreduced_system(modulus, thickness, misfit):
    """Separate mid-plane strain and curvature in every layer, joined by
    continuity at each interface; returns bottom-face strain and curvatures."""
    total = thickness.sum()
    h = thickness / total
    mid = np.cumsum(h) - h / 2
    n = len(h)
    matrix, rhs = np.zeros((2 * n, 2 * n)), np.zeros(2 * n)
    for i in range(n - 1):
        matrix[2 * i, [i, i + 1]] = 1, -1
        matrix[2 * i, [n + i, n + i + 1]] = h[i] / 2, h[i + 1] / 2
        matrix[2 * i + 1, [n + i, n + i + 1]] = 1, -1
    matrix[-2, :n] = modulus * h
    matrix[-1, :n] = modulus * h * mid
    matrix[-1, n:] = modulus * h**3 / 12
    rhs[-2] = np.sum(modulus * h * misfit)
    rhs[-1] = np.sum(modulus * h * mid * misfit)
    x = np.linalg.solve(matrix, rhs)
    return x[0] - x[n] * h[0] / 2, x[n:] / total


def stiffness_3d(young, poisson):
    """Isotropic stiffness for three normal strains and one engineering shear."""
    lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    shear = young / (2 * (1 + poisson))
    c = np.zeros((4, 4))
    c[:3, :3] = lame
    c[[0, 1, 2], [0, 1, 2]] += 2 * shear
    c[3, 3] = shear
    return c


def layer_quadrature(thickness, order=3):
    """Gauss points: position, weight and layer index."""
    x, w = np.polynomial.legendre.leggauss(order)
    bottom = np.cumsum(thickness) - thickness
    z = bottom[:, None] + thickness[:, None] * (x + 1) / 2
    weight = thickness[:, None] * w / 2
    return z.ravel(), weight.ravel(), np.repeat(np.arange(len(thickness)), order)


def lagrange(x):
    return (np.array([x * (x - 1) / 2, 1 - x * x, x * (x + 1) / 2]),
            np.array([x - 0.5, -2 * x, x + 0.5]))


def finite_disk(young, poisson, thickness, misfit, radius):
    """3D elasticity of a free disk of unit thickness, axisymmetric elements.
    Returns central strain at bottom and top, and curvature from deflection."""
    r_edge = np.concatenate([np.linspace(0, radius - 2, int(radius) - 1),
                             radius - 2 + np.linspace(0, 2, 21)[1:]])
    z_layer = np.concatenate([[0.0], np.cumsum(thickness)])
    z_edge = np.concatenate([z_layer[:-1], (z_layer[1:] + z_layer[:-1]) / 2,
                             z_layer[-1:]])
    z_edge.sort()
    nr, nz = 2 * len(r_edge) - 1, 2 * len(z_edge) - 1
    points, weights = np.polynomial.legendre.leggauss(3)
    rows, cols, values = [], [], []
    load = np.zeros(2 * nr * nz)
    for b in range(len(z_edge) - 1):
        layer = b // 2
        c = stiffness_3d(young[layer], poisson[layer])
        free_stress = c @ (misfit[layer] * np.array([1.0, 1.0, 1.0, 0.0]))
        dz = z_edge[b + 1] - z_edge[b]
        for a in range(len(r_edge) - 1):
            dr = r_edge[a + 1] - r_edge[a]
            nodes = np.array([(2 * a + p) * nz + 2 * b + q
                              for p in range(3) for q in range(3)])
            dof = np.column_stack([2 * nodes, 2 * nodes + 1]).ravel()
            k_el, f_el = np.zeros((18, 18)), np.zeros(18)
            for x, wx in zip(points, weights):
                lr, dlr = lagrange(x)
                r = r_edge[a] + dr * (x + 1) / 2
                for y, wy in zip(points, weights):
                    lz, dlz = lagrange(y)
                    shape = np.outer(lr, lz).ravel()
                    by_r = np.outer(dlr, lz).ravel() * 2 / dr
                    by_z = np.outer(lr, dlz).ravel() * 2 / dz
                    strain = np.zeros((4, 18))
                    strain[0, 0::2] = by_r
                    strain[1, 1::2] = by_z
                    strain[2, 0::2] = shape / r
                    strain[3, 0::2] = by_z
                    strain[3, 1::2] = by_r
                    volume = wx * wy * dr * dz / 4 * r
                    k_el += volume * strain.T @ c @ strain
                    f_el += volume * strain.T @ free_stress
            rows.append(np.repeat(dof, 18))
            cols.append(np.tile(dof, 18))
            values.append(k_el.ravel())
            load[dof] += f_el
    size = len(load)
    k = coo_matrix((np.concatenate(values),
                    (np.concatenate(rows), np.concatenate(cols))),
                   shape=(size, size)).tocsr()
    fixed = np.concatenate([2 * np.arange(nz), [1]])
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[free] = spsolve(k[free][:, free].tocsc(), load[free])
    u = u.reshape(nr, nz, 2)
    column, r_probe = 8, r_edge[4]
    bottom, top = u[column, 0, 0] / r_probe, u[column, -1, 0] / r_probe
    bend = -2 * (u[column, 0, 1] - u[0, 0, 1]) / r_probe**2
    return np.array([bottom, top, bend])


# --- Three-dimensional elasticity of finite disks against the reduced system
t_E, t_nu = np.array([1.0, 2.0, 0.5]), np.array([0.20, 0.35, 0.30])
t_h, t_e = np.array([0.5, 0.2, 0.3]), np.array([0.0, 0.010, 0.015])
t_M = t_E / (1 - t_nu)
tA, tB, tD, tF, tG, t_eps, t_kappa = reduced_system(t_M, t_h, t_e)
predicted = np.array([t_eps, t_eps + t_kappa, t_kappa])
disk20 = finite_disk(t_E, t_nu, t_h, t_e, 20.0)
disk40 = finite_disk(t_E, t_nu, t_h, t_e, 40.0)
# The edge zone disturbs the centre by terms in thickness/radius; the leading
# one is removed by extrapolation, the rest sets the tolerance.
disk_limit = 2 * disk40 - disk20
scale = abs(t_kappa)
assert np.max(np.abs(disk40 - predicted)) < 0.05 * scale
assert np.max(np.abs(disk_limit - predicted)) < 0.003 * scale

# --- Determinant as a positive double integral
zq, wq, iq = layer_quadrature(t_h)
mw = t_M[iq] * wq
double_integral = 0.5 * np.sum(np.outer(mw, mw) * (zq[:, None] - zq)**2)
assert abs(double_integral - (tA * tD - tB**2)) < 1e-12

# --- Many layers: unreduced system, closed form and change of origin
rng = np.random.default_rng(7)
n_many = 60
m_E, m_nu = rng.uniform(0.3, 2.0, n_many), rng.uniform(0.1, 0.4, n_many)
m_h, m_e = rng.uniform(0.5, 2.0, n_many), rng.uniform(-0.01, 0.01, n_many)
m_M = m_E / (1 - m_nu)
mA, mB, mD, mF, mG, m_eps, m_kappa = reduced_system(m_M, m_h, m_e)
u_eps, u_kappas = unreduced_system(m_M, m_h, m_e)
many_difference = np.max(np.abs(u_kappas - m_kappa)) * m_h.sum()
assert many_difference < 1e-10 and abs(u_eps - m_eps) < 1e-10
zq, wq, iq = layer_quadrature(m_h)
arm = zq - mB / mA
closed_kappa = (np.sum(wq * m_M[iq] * arm * m_e[iq])
                / np.sum(wq * m_M[iq] * arm**2))
assert abs(closed_kappa - u_kappas[0]) * m_h.sum() < 1e-10
assert abs(u_eps + u_kappas[0] * mB / mA - mF / mA) < 1e-10
shifted = reduced_system(m_M, m_h, m_e, origin=17.0)
assert abs(shifted[6] - u_kappas[0]) * m_h.sum() < 1e-10
assert abs(shifted[5] - (u_eps + 17.0 * u_kappas[0])) < 1e-10

# --- General in-plane misfit: full laminate from 3D stiffness, six unknowns
g_h = m_h[:5]
g_misfit = rng.uniform(-0.01, 0.01, (5, 3))  # xx, yy, engineering xy
big, rhs6 = np.zeros((6, 6)), np.zeros(6)
for z, w, i in zip(*layer_quadrature(g_h)):
    c = stiffness_3d(m_E[i], m_nu[i])
    keep = [0, 1, 3]
    plane = c[np.ix_(keep, keep)] - np.outer(c[keep, 2], c[2, keep]) / c[2, 2]
    lift = np.hstack([np.eye(3), z * np.eye(3)])
    big += w * lift.T @ plane @ lift
    rhs6 += w * lift.T @ plane @ g_misfit[i]
full = np.linalg.solve(big, rhs6).reshape(2, 3)
mean_mod, dev_mod = m_M[:5], m_E[:5] / (1 + m_nu[:5])
parts = [(mean_mod, np.array([0.5, 0.5, 0.0])),
         (dev_mod, np.array([0.5, -0.5, 0.0])),
         (dev_mod, np.array([0.0, 0.0, 0.5]))]
split_difference = 0.0
for mod, projector in parts:
    two = np.array(reduced_system(mod, g_h, g_misfit @ projector)[5:])
    split_difference = max(split_difference,
                           np.max(np.abs(two - full @ projector)))
assert split_difference < 1e-12

# --- Worked example: substrate and three films, round model parameters
E = np.array([0.75, 1.20, 0.49, 0.60])
nu = np.array([0.25, 0.20, 0.30, 0.40])
h = np.array([10000.0, 200.0, 100.0, 300.0])
misfit = np.array([0.0, 0.0010, -0.0020, 0.0015])
M = E / (1 - nu)
A, B, D, F, G, eps0, kappa = reduced_system(M, h, misfit)
x_eps, x_kappas = unreduced_system(M, h, misfit)
assert abs(x_eps - eps0) < 1e-11
assert np.max(np.abs(x_kappas - kappa)) < 1e-8 * abs(kappa)
faces = np.concatenate([[0.0], np.cumsum(h)])
stress_low = M * (eps0 + kappa * faces[:-1] - misfit)
stress_high = M * (eps0 + kappa * faces[1:] - misfit)
zq, wq, iq = layer_quadrature(h)
stress_q = M[iq] * (eps0 + kappa * zq - misfit[iq])
force_scale = np.sum(wq * np.abs(stress_q))
assert abs(np.sum(wq * stress_q)) < 1e-9 * force_scale
assert abs(np.sum(wq * zq * stress_q)) < 1e-9 * force_scale * faces[-1]


def thin_film_error(factor):
    """Relative error of the thin-film estimate with films scaled by factor."""
    hs = h.copy()
    hs[1:] *= factor
    estimate = 6 * np.sum((M * hs * misfit)[1:]) / (M[0] * hs[0]**2)
    return estimate, estimate / unreduced_system(M, hs, misfit)[1][0] - 1


thin_kappa, thin_error = thin_film_error(1.0)
error_10, error_100 = thin_film_error(0.1)[1], thin_film_error(0.01)[1]
assert 9 < error_10 / error_100 < 11
disk_radius = np.sqrt(2 * 0.1 * faces[-1] / kappa)
assert disk_radius > 10 * faces[-1]
gpa = electron_charge / angstrom**3 / 1e9

# --- Linearly graded film approximated by a staircase of equal layers
film, slope = 1000.0, 1.0e-6
steps = [1, 2, 5, 10, 50]
stair = []
for n in steps:
    t = np.full(n, film / n)
    centre = np.cumsum(t) - t / 2
    stair.append(unreduced_system(np.ones(n), t, slope * centre)[1][0] / slope)
    assert abs(stair[-1] - (1 - 1 / n**2)) < 1e-9

print("TEST DISK (thickness 1; E, nu, h, misfit per layer)")
for row in zip(t_E, t_nu, t_h, t_e):
    print("  %.2f  %.2f  %.2f  %.3f" % row)
print("kappa*thickness, two-by-two system: %.6f" % t_kappa)
print("same, 3D disk, radius 20 thicknesses: %.6f" % (disk20[1] - disk20[0]))
print("same, 3D disk, radius 40 thicknesses: %.6f" % (disk40[1] - disk40[0]))
print("same, extrapolated to infinite radius: %.6f"
      % (disk_limit[1] - disk_limit[0]))
print("same, extrapolated, from deflection: %.6f" % disk_limit[2])
print("bottom strain, two-by-two: %.6f" % t_eps)
print("bottom strain, 3D extrapolated: %.6f" % disk_limit[0])
print("layers in many-layer test: %d, unreduced unknowns: %d"
      % (n_many, 2 * n_many))
print("largest difference in kappa*thickness: %.1e" % many_difference)
print("general misfit, largest difference: %.1e" % split_difference)
print("WORKED EXAMPLE (substrate first)")
print("  E, M (eV/A^3), nu, h (A), misfit:")
for row in zip(E, M, nu, h, misfit):
    print("  %.2f  %.3f  %.2f  %.0f  %.4f" % row)
print("total thickness: %.0f A" % faces[-1])
print("A = %.3f eV/A^2" % A)
print("B = %.6e eV/A" % B)
print("D = %.6e eV" % D)
print("F = %.5f eV/A^2" % F)
print("G = %.3f eV/A" % G)
print("A*D - B^2 = %.6e eV^2/A^2" % (A * D - B * B))
print("z_b = B/A = %.2f A" % (B / A))
print("strain at z_b, F/A = %.5e" % (F / A))
print("eps0 (bottom face) = %.5e" % eps0)
print("kappa = %.5e 1/A" % kappa)
print("radius of curvature = %.4e A = %.3f mm"
      % (1 / kappa, angstrom / kappa * 1e3))
print("stress at bottom and top of each layer (eV/A^3):")
for low, high in zip(stress_low, stress_high):
    print("  %+.5e  %+.5e" % (low, high))
largest = max(np.max(np.abs(stress_low)), np.max(np.abs(stress_high)))
print("largest stress magnitude: %.5e eV/A^3 = %.4f GPa"
      % (largest, largest * gpa))
print("thin-film estimate of kappa: %.5e 1/A" % thin_kappa)
print("its relative error: %.2f %%" % (100 * thin_error))
print("error, films 10 times thinner: %.3f %%" % (100 * error_10))
print("error, films 100 times thinner: %.4f %%" % (100 * error_100))
print("disk radius for deflection 0.1 thickness: %.3e A" % disk_radius)
print("that radius over thickness: %.1f" % (disk_radius / faces[-1]))
print("GRADED FILM: h = %.0f A, misfit slope = %.1e 1/A" % (film, slope))
for n, ratio in zip(steps, stair):
    print("  %d steps: kappa/slope = %.4f" % (n, abs(ratio)))
print("every check passed")
```

It prints:

```
TEST DISK (thickness 1; E, nu, h, misfit per layer)
  1.00  0.20  0.50  0.000
  2.00  0.35  0.20  0.010
  0.50  0.30  0.30  0.015
kappa*thickness, two-by-two system: 0.021249
same, 3D disk, radius 20 thicknesses: 0.021247
same, 3D disk, radius 40 thicknesses: 0.021248
same, extrapolated to infinite radius: 0.021249
same, extrapolated, from deflection: 0.021249
bottom strain, two-by-two: -0.003897
bottom strain, 3D extrapolated: -0.003897
layers in many-layer test: 60, unreduced unknowns: 120
largest difference in kappa*thickness: 3.2e-18
general misfit, largest difference: 5.2e-18
WORKED EXAMPLE (substrate first)
  E, M (eV/A^3), nu, h (A), misfit:
  0.75  1.000  0.25  10000  0.0000
  1.20  1.500  0.20  200  0.0010
  0.49  0.700  0.30  100  -0.0020
  0.60  1.000  0.40  300  0.0015
total thickness: 10600 A
A = 10670.000 eV/A^2
B = 5.688250e+07 eV/A
D = 4.040548e+11 eV
F = 0.61000 eV/A^2
G = 6297.500 eV/A
A*D - B^2 = 1.075646e+15 eV^2/A^2
z_b = B/A = 5331.07 A
strain at z_b, F/A = 5.71696e-05
eps0 (bottom face) = -1.03886e-04
kappa = 3.02107e-08 1/A
radius of curvature = 3.3101e+07 A = 3.310 mm
stress at bottom and top of each layer (eV/A^3):
  -1.03886e-04  +1.98221e-04
  -1.20267e-03  -1.19360e-03
  +1.54298e-03  +1.54510e-03
  -1.29272e-03  -1.28365e-03
largest stress magnitude: 1.54510e-03 eV/A^3 = 0.2476 GPa
thin-film estimate of kappa: 3.66000e-08 1/A
its relative error: 21.15 %
error, films 10 times thinner: 2.041 %
error, films 100 times thinner: 0.2033 %
disk radius for deflection 0.1 thickness: 2.649e+05 A
that radius over thickness: 25.0
GRADED FILM: h = 1000 A, misfit slope = 1.0e-06 1/A
  1 steps: kappa/slope = 0.0000
  2 steps: kappa/slope = 0.7500
  5 steps: kappa/slope = 0.9600
  10 steps: kappa/slope = 0.9900
  50 steps: kappa/slope = 0.9996
every check passed
```
